# First misfit soliton in the continuum Frenkel-Kontorova model

If a strained layer is judged by stability alone, the misfit at which it stops matching its substrate comes out too large. In the model below, a locked layer stays mechanically stable at a free edge up to a misfit $\pi/2$ times that at which misfit solitons (the misfit dislocations of this model) first lower the energy. Between the two values the layer looks safe, but an array of solitons has lower energy and can form once a barrier is crossed. The opposite error is to assign every mismatched layer an array with its natural spacing, although a small misfit produces no array in equilibrium. The energy threshold separates the two cases.

## Energy and conventions

Let $\phi(x)$ be the displacement of the layer from registry with the substrate. The energy is

$$E[\phi]=\int\left[\tfrac12(\phi'-\delta)^2+V(1-\cos p\phi)\right]dx .$$

The first term is elastic: without a substrate the layer would take the slope $\delta$. The second is the cost of leaving registry, with wells at $\phi=2\pi n/p$. Here $V,p>0$. I take $\delta\ge0$, since a negative value is covered by reversing the sign of $\phi$. The temperature is zero, the number of solitons is free, and the line is long compared with

$$w=\frac{1}{p\sqrt V},$$

which will turn out to be the soliton width.

The locked state $\phi=0$ has energy density $\delta^2/2$. Expanding the square and subtracting this density gives

$$\Delta E=\int\left[\tfrac12\phi'^2+V(1-\cos p\phi)\right]dx-\delta\,[\phi(\infty)-\phi(-\infty)].$$

The misfit multiplies a total derivative. It does not alter the shape of a soliton; it rewards the net advance of $\phi$.

## The cost of one soliton

Consider profiles that begin and end in wells, with net advance $2\pi N/p$. Since $1-\cos p\phi=2\sin^2(p\phi/2)$, completing the square gives

$$\tfrac12\phi'^2+2V\sin^2\tfrac{p\phi}{2}
=\tfrac12\left(|\phi'|-2\sqrt V\left|\sin\tfrac{p\phi}{2}\right|\right)^2+2\sqrt V\left|\sin\tfrac{p\phi}{2}\right||\phi'| .$$

The first term on the right is never negative and can be dropped for a lower bound. In the second, $|\phi'|dx$ is the path travelled by $\phi$. A profile with net advance $N$ crosses at least $|N|$ full periods, and each contributes at least

$$2\sqrt V\int_0^{2\pi/p}\sin\frac{p\phi}{2}\,d\phi
=2\sqrt V\,\frac2p\Big[-\cos\frac{p\phi}{2}\Big]_0^{2\pi/p}=\frac{8\sqrt V}{p}.$$

Therefore

$$\Delta E\ge |N|\frac{8\sqrt V}{p}-N\frac{2\pi\delta}{p}.$$

For $N>0$ this is

$$\Delta E\ge N\,\frac{2\pi}{p}\left(\frac{4\sqrt V}{\pi}-\delta\right).$$

For $N<0$ the bound is positive, and for $N=0$ it is zero. Below $4\sqrt V/\pi$ no such profile beats the locked state.

For $N=1$ the bound is reached when the dropped square vanishes, that is, when $\phi'=2\sqrt V\sin(p\phi/2)$. Separating variables and integrating,

$$\int\frac{d\phi}{\sin(p\phi/2)}=\frac2p\ln\tan\frac{p\phi}{4}=2\sqrt V\,(x-x_0).$$

With the centre at $x_0=0$,

$$\phi=\frac4p\arctan e^{x/w},\qquad \phi'=2\sqrt V\,\mathrm{sech}\frac xw .$$

This profile joins neighbouring wells and has $\Delta E=(2\pi/p)(4\sqrt V/\pi-\delta)$, which is negative as soon as $\delta$ exceeds

$$\boxed{\delta_c=\frac{4\sqrt V}{\pi}} .$$

The wave number $p$ drops out because a shorter period reduces the soliton cost and the misfit gain by the same factor.

Free ends need not sit in wells. The same bound then applies with an incomplete period at each end, which changes it by an amount independent of the length of the line. The comparison of energy densities, and hence the threshold in a long line, is unaffected.

The method also covers another periodic potential $U(\phi)$ with period $a$ and minimum value zero. Replacing $2\sqrt V|\sin(p\phi/2)|$ by $\sqrt{2U}$ throughout gives

$$\delta_c=\frac1a\int_0^a\sqrt{2U(\phi)}\,d\phi .$$

The threshold is thus the mean of $\sqrt{2U}$ over a period, and the barrier height alone fixes it only once the shape of $U$ is given.

## The array above threshold

Once one soliton pays, more enter until their repulsion balances the gain. Stationarity of $E$ requires $\phi''=Vp\sin p\phi$. Multiplying by $\phi'$ and integrating,

$$\tfrac12\phi'^2=V(1-\cos p\phi)+C,$$

with $C>0$ for a steadily advancing array. Define

$$k^2=\frac{4V}{4V+2C},\qquad \frac{p\phi}{2}=\theta+\frac\pi2 .$$

Then $\sin^2(p\phi/2)=1-\sin^2\theta$, and

$$\phi'=\frac{2\sqrt V}{k}\sqrt{1-k^2\sin^2\theta}.$$

One period runs from $\theta=-\pi/2$ to $\pi/2$, with $d\phi=(2/p)d\theta$. The spacing $\ell$ and the integral $M$ are

$$\ell=\int\frac{d\phi}{\phi'}=\frac{2k\,K(k)}{p\sqrt V},\qquad
M=\int\phi'\,d\phi=\frac{8\sqrt V\,E(k)}{pk},$$

where $K(k)$ and $E(k)$ are the complete elliptic integrals of the first and second kind with modulus $k$. A library routine may expect the parameter $k^2$ instead.

By the first integral, $\phi'^2/2+V(1-\cos p\phi)=\phi'^2-C$. The energy density relative to the locked state is therefore

$$f=\frac{M-2\pi\delta/p}{\ell}-C .$$

At fixed $\phi$ the first integral gives $d\phi'/dC=1/\phi'$, so $dM/dC=\ell$. Differentiating $f$, the term $(dM/dC)/\ell=1$ cancels the $-1$ from $-C$, leaving

$$\frac{df}{dC}=-\left(M-\frac{2\pi\delta}{p}\right)\frac1{\ell^2}\frac{d\ell}{dC}.$$

A larger $C$ raises $\phi'$ everywhere, so $d\ell/dC<0$, while $M$ grows with $C$. Hence $df/dC$ passes from negative to positive where $M=2\pi\delta/p$, and this is the minimum:

$$\frac{\delta}{\delta_c}=\frac{E(k)}{k},\qquad f=-C=-2V\left(\frac1{k^2}-1\right).$$

Because $M$ exceeds its $C=0$ value $8\sqrt V/p$, a solution exists only for $\delta>\delta_c$. To use the result, solve the first relation for $k$ and insert it in $\ell$.

Near threshold put $k'=\sqrt{1-k^2}\ll1$. The standard expansions are $K\simeq\ln(4/k')$ and $E\simeq1+\tfrac12k'^2[\ln(4/k')-\tfrac12]$, and $1/k\simeq1+\tfrac12k'^2$. Thus $\ell\simeq2w\ln(4/k')$, or $k'^2\simeq16e^{-\ell/w}$, and

$$\frac{\delta}{\delta_c}-1\simeq\tfrac12k'^2\left[\ln\frac4{k'}+\tfrac12\right]
\simeq4\left(\frac{\ell}{w}+1\right)e^{-\ell/w}.$$

The spacing diverges logarithmically, so the soliton density starts from zero continuously but rises steeply. In the opposite limit $k\to0$, both elliptic integrals tend to $\pi/2$. Then $\delta\simeq2\sqrt V/k$ and $\ell\simeq2\pi/(p\delta)$, the natural spacing of a layer that hardly feels the substrate.

## Why the locked state can persist

Varying $E$ at a free end leaves the boundary term $(\phi'-\delta)$ times the variation of $\phi$, so $\phi'=\delta$ there. Consider a right-hand end with value $\phi_e$, $0<\phi_e<2\pi/p$, and the interior locked at zero. By the completed square, the lowest energy at fixed $\phi_e$, relative to uniform locking, is

$$B(\phi_e)=2\sqrt V\int_0^{\phi_e}\sin\frac{p\phi}{2}\,d\phi-\delta\phi_e,
\qquad B'(\phi_e)=2\sqrt V\sin\frac{p\phi_e}{2}-\delta .$$

For $\delta<2\sqrt V$, $B'$ vanishes at two points. The one with $p\phi_e/2<\pi/2$ has $B''>0$ and is a minimum: the locked state with a relaxed edge. The other is a maximum, over which a soliton must pass to enter. They merge at

$$\delta_s=2\sqrt V=\frac{\pi}{2}\delta_c ,$$

and beyond this the edge admits solitons without a barrier. Between $\delta_c$ and $\delta_s$ the locked state is metastable. Thermal activation or defects at the edge, neither of which is in the model, can let solitons enter before $\delta_s$ is reached.

## From a film to the model parameters

Consider a layer on a square surface with equal misfit $f$ along both row directions, where $f$ is the natural film period minus the substrate period, divided by the substrate period. Let $Y$ be the longitudinal stiffness per area (modulus times thickness) and $\nu Y$ the coupling between the two in-plane strains. I take solitons that vary along $x$ while the layer stays locked along $y$; crossings with a second, perpendicular array are sized later. With displacement $u(x)$ the strains are $u'-f$ and $-f$, and the elastic energy per area is

$$\frac Y2\left[(u'-f)^2+f^2-2\nu f(u'-f)\right]
=\frac Y2\left[u'-(1+\nu)f\right]^2+\text{const}.$$

The transverse misfit thus changes the driving strain to $\delta=(1+\nu)f$. In the lowest harmonics, the square substrate potential is a sum of one cosine in each direction. With row period $a$ and sliding barrier $W$ per area, the term along $x$ is $(W/2)[1-\cos(2\pi u/a)]$. Dividing the energy by $Y$ and setting $\phi=u$,

$$V=\frac{W}{2Y},\qquad p=\frac{2\pi}{a},\qquad
\delta_c=\frac4\pi\sqrt{\frac{W}{2Y}} .$$

Here $x$ labels the atoms by their locked positions, so the number of atoms is fixed. For a film with the larger natural period, each soliton moves the edge of the layer outward by $a$. The model assigns no energy to the newly covered substrate. If covering it gains $\Gamma$ per area, the extra term $-\Gamma u'$ replaces $\delta$ by $\delta+\Gamma/Y$.

## One silver layer on Pd(001)

The row periods are set to 0.275 nm for the substrate and 0.289 nm for the film, close to those of palladium and silver. The other inputs are rough: layer thickness 0.20 nm, and silver elastic constants $c_{11},c_{12},c_{44}=120,90,45$ GPa. The sliding barrier, 0.060 eV per atom, is chosen, not measured or computed, and it is small enough to keep the soliton several rows wide. A second-moment tight-binding potential for Ag and Pd gives about 0.3 eV for hollow-to-bridge sliding on this face, with a profile that is not a pure cosine. That value would put the uncorrected threshold near 17–18% and shrink the width to about 1.2 row periods, where the continuum model and linear elasticity are doubtful. I take $\Gamma=0$.

The free surface removes the normal stress. Minimizing over the normal strain changes the in-plane constants along the cube axes to

$$A=c_{11}-c_{12}^2/c_{11}=52.5\ \text{GPa},\qquad
B_0=c_{12}-c_{12}^2/c_{11}=22.5\ \text{GPa}.$$

The close-packed rows lie at 45° to these axes. Strains $e_1,e_2$ along the rows give cube-axis strains $(e_1+e_2)/2$, twice, and shear $(e_1-e_2)/2$. The energy density is then $(A+B_0)(e_1+e_2)^2/4+c_{44}(e_1-e_2)^2/2$. Its second derivatives are

$$C_L=\frac{A+B_0}{2}+c_{44}=82.5\ \text{GPa},\qquad
C_T=\frac{A+B_0}{2}-c_{44}=-7.5\ \text{GPa}.$$

Thus $\nu=C_T/C_L=-0.091$ and $Y=82.5\times0.20=16.5$ N/m $=103$ eV/nm². The remaining steps are:

- Misfit: $f=0.014/0.275=5.09\%$, so $\delta=0.909\times5.09\%=4.63\%$.
- Corrugation: $W=0.060/0.275^2=0.793$ eV/nm², so $V=0.793/(2\times103)=0.00385$ and $\sqrt V=0.0621$.
- Threshold: $\delta_c=4\times0.0621/\pi=7.90\%$, equivalent to a lattice misfit of 8.69%.
- Free-edge limit: $2\sqrt V=12.4\%$.
- Soliton width: with $p=22.8$ nm⁻¹, $w=0.705$ nm, or 2.56 row periods.

The model layer is locked. In linear elasticity its compressive stress is $C_L\delta=3.8$ GPa, against 6.5 GPa at threshold; bonds that stiffen under compression would raise both values. A soliton line costs $8Y\sqrt V/p=2.24$ eV/nm before the misfit gain $Y\delta a=1.31$ eV/nm, leaving a net cost of 0.93 eV/nm.

Since $W\propto\delta_c^2$ at fixed stiffness, the barrier that would just hold this misfit in the uncorrected model is $0.060(4.63/7.90)^2\approx0.021$ eV per atom. Effects that lower the threshold, sized below, raise the barrier needed. With a rigid substrate, the other parameters fixed and the layer held locked along $y$, raising the misfit to $1.01\delta_c$ would give a parallel array with a spacing of 5.8 nm, and $1.10\delta_c$ would give 3.9 nm. The natural spacings $a/\delta$ are 3.4 and 3.2 nm, so near threshold the natural value overstates the soliton density.

## How far neglected effects move the threshold

**Atomic discreteness.** Replace $\phi'$ by differences over one row period $a$. At a bond centre the difference quotient is $\phi'+a^2\phi'''/24$. After integration by parts, the soliton energy changes to leading order by

$$-\frac{a^2}{24}\int\phi''^2dx=-\frac{a^2}{24}\,\frac{8V}{3w}=-\frac{a^2V}{9w}.$$

Relative to $8\sqrt V/p=8Vw$ this is $-a^2/(72w^2)$, or $-0.2\%$ here.

**Anharmonic bonds.** Replace the spring energy $\epsilon^2/2$, with $\epsilon=\phi'-\delta$, by the Morse form $(1-e^{-g\epsilon})^2/(2g^2)=\epsilon^2/2-g\epsilon^3/2+\dots$. To first order in $g$ the soliton energy changes by

$$-\frac g2\int\left(\phi'^3-3\delta\phi'^2+3\delta^2\phi'\right)dx .$$

At $\delta_c$, $\int\phi'^2dx=8\sqrt V/p=\delta_c(2\pi/p)$ and $\int\phi'dx=2\pi/p$, so the last two terms cancel. The first gives $\int\phi'^3dx=\int4V\sin^2(p\phi/2)d\phi=2V(2\pi/p)$. The threshold therefore falls by $gV$ for a compressed film. With a rough $g=4$ the fall is 1.5% strain. That is large enough to need the full Morse form: minimizing the energy of a ring of 60 atoms by Newton's method, with and without one soliton, and finding the misfit of equal energy gives 6.6%. This is the largest of the sized effects, a relative fall of 16%.

**Crossed arrays.** Let a second array $v(y)$ accompany $u(x)$, both with spacing $\ell$. The elastic coupling adds $\nu Yu'v'$ per area, with mean $\nu Ya^2/\ell^2$. For a well-separated array, the results above give an energy per soliton, before the misfit gain, of $M-C\ell\simeq(8\sqrt V/p)(1+4e^{-\ell/w})$. The grid and the locked state then have equal energy at

$$\delta=\delta_c\left(1+4e^{-\ell/w}\right)+\frac{\nu a}{2\ell}.$$

For $\nu\ge0$ this never lies below $\delta_c$. Here $\nu$ is negative, so crossings attract, and the lowest value, near $\ell=4.7$ nm, lies about 0.2% strain below $\delta_c$. The grid then appears with a finite spacing. This estimate was made by hand for a rigid substrate and is not part of the program.

**Substrate compliance.** Let the substrate surface move by $s(x)$ at fixed misregistry $\phi$, so that the film strain becomes $\phi'+s'-\delta$. For an isotropic half-space with shear modulus $\mu$ and Poisson ratio $\sigma$, the plane-strain field of wave number $k$ with no normal surface traction is

$$u_x=\cos kx\,(1+bkz)e^{-kz},\qquad u_z=\sin kx\,(c-bkz)e^{-kz},$$

$$b=-\frac{1}{2(1-\sigma)},\qquad c=\frac{1-2\sigma}{2(1-\sigma)} .$$

Substitution confirms elastic equilibrium. The shear traction has amplitude $\mu k(1-b-c)=\mu k/(1-\sigma)=E'k/2$, where $E'=2\mu/(1-\sigma)$. Each Fourier component of $s$ thus has stiffness $Yk^2+E'|k|/2$ and is driven by $Yk$ times the transform of $\phi'$, which is $a\,\mathrm{sech}(\pi kw/2)$. Minimizing over $s$ releases

$$R=\frac1{2\pi}\int_0^\infty\frac{kY^2a^2\,\mathrm{sech}^2(\pi kw/2)}{Yk+E'/2}\,dk .$$

For a rough $E'=150$ GPa, quadrature gives $R=0.13$ eV/nm, which lowers the threshold by 5.6%. Letting $\phi$ readjust as well can only increase the release within this linear treatment; relaxing both fields numerically gives about 0.14 eV/nm, or 6.4%.

Compliance also changes how the spacing grows near threshold. At small $k$ the integrand of $R$ is proportional to $k$, which for two solitons a distance $\ell$ apart gives a repulsion $2Y^2a^2/(\pi E'\ell^2)$ per length of line. Far apart, this outweighs the exponentially small repulsion found above. Close to threshold the logarithmic law therefore fails: at the same small relative distance above its own threshold, a layer on a compliant substrate has a larger spacing than one on a rigid substrate. At the same misfit, however, the lowered threshold favours a denser array and opposes this effect. The rigid-substrate spacings given for the silver layer are therefore neither upper nor lower bounds. The same repulsion weakens the shift from crossed arrays.

**Temperature.** If a soliton line had three equally likely choices at each atomic step along its length, its entropy would lower its free energy by $k_BT\ln3/a=0.10$ eV/nm at 300 K, or 4.6% of the line energy. This is a crude scale, not a calculated free energy.

Adding the last two shifts to the Morse result gives $6.62\%-7.90\%\times(0.126+0.103)/2.238=5.8\%$. This sum treats the shifts as independent; relaxing a Morse chain on the compliant substrate and subtracting the same entropy gives 5.9%. The layer at 4.63% remains locked, but the margin has shrunk from 3.3% to 1.2% strain, or to about 1% if the shift from crossed arrays is also subtracted.

## Use for a real layer

The spacings and elastic constants above are typical of silver and palladium only to rough accuracy, and bulk constants are an assumption for a single atomic layer. The chosen barrier is the least certain input, so the locking found here is not a prediction for the real interface. Edge energy also matters: for harmonic bonds a margin of 1% corresponds to $\Gamma=Y\times0.01\approx1$ eV/nm². With Morse bonds, the compliant substrate and the line entropy, the net soliton cost at 4.63% is about 0.4 eV/nm, which needs $\Gamma\approx1.5$ eV/nm², or 0.2 J/m². At this misfit a bond in the Morse soliton is stretched far past its inflection point, so the figure is only a scale. Metal surface energies are roughly 1 J/m², so $\Gamma$ must be evaluated for an island that can spread. Intermixing, buckling and higher harmonics of the potential have not been sized.

For $n$ layers strained uniformly, with the same interface barrier, $Y$ grows as $n$ and $\delta_c$ falls as $n^{-1/2}$. The uncorrected threshold would be 5.6% for two layers and 4.6% for three, just under the present misfit. This crossing depends on the chosen barrier: with 0.3 eV per atom the three-layer value would be about 10%. This scaling requires the thickness to remain well below the soliton width, which itself grows as $\sqrt n$. At three layers the thickness is 0.6 nm and the width 1.2 nm, so the estimate is already marginal.
